# Power-series start for the radial Dirac equations and its level errors, part 1

(Sections cited here and not found follow in the second part.)

## Result

The option replaces the first stretch $0\le r\le r_0$ of the outward integration by a power series with terms $m=0,\dots,M$; its settings are the start radius $r_0$, the order $M$ and the nuclear model. Hartree atomic units are used, $c=1/\alpha_{\rm fs}$, and the energy $\varepsilon$ excludes $c^2$. For a potential $V=-Z_0/r+\sum_{j\ge0}v_jr^j$ near the origin, with $Z_0=Z$ for a point nucleus and $Z_0=0$ for a finite one, the regular solution $y=(P,Q)$ is

$$y=r^{\gamma}\sum_{m\ge0}(p_m,q_m)\,r^m,\qquad \gamma=\sqrt{\kappa^2-a^2},\qquad a=Z_0/c,$$

and each pair $(p_m,q_m)$ follows from a $2\times2$ system with determinant $m(m+2\gamma)>0$. An error $\delta$ in the start vector adds the amount $\beta=W[y,\delta]/W_0$ of the irregular solution $y_{\rm irr}\sim r^{-\gamma}$, where $W[y,\tilde y]=P\tilde Q-Q\tilde P$ and $W_0=W[y,y_{\rm irr}]$. Only an error in the ratio $Q/P$ contributes. Measured by the error it causes in the ratio of the two components, the admixture first falls as $(r_0/r)^{2\gamma}$, grows again exponentially in the outer forbidden region until it is comparable with the regular solution (beyond that the ratio error levels off, after passing a pole if the sign of $\beta$ gives $\tilde P$ a node there, while $|\tilde P/P|$ keeps growing), and moves a level by

$$\Delta\varepsilon=\frac{c\,\beta W_0}{\mathcal A N},\qquad N=\int_0^\infty(P^2+Q^2)\,dr,$$

to first order in $\beta/\mathcal A$, with $\mathcal A$ the amplitude of $y$ in the bulk of the atom. Truncation after order $M$ gives $\Delta\varepsilon\propto r_0^{2\gamma+M+1}$ at small $r_0$, with exceptions derived below.

## Radial equations

Write $\psi=r^{-1}(P\chi_\kappa,\,iQ\chi_{-\kappa})$ with the phase convention $\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi_\kappa=-\chi_{-\kappa}$, for which $\boldsymbol\sigma\cdot\mathbf p\,[f\chi_\kappa/r]=(i/r)(f'+\kappa f/r)\chi_{-\kappa}$. The lower row of the Dirac equation, $c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_L=(\varepsilon-V+2c^2)\psi_S$, gives $c(P'+\kappa P/r)=(\varepsilon-V+2c^2)Q$. The upper row, $c\,\boldsymbol\sigma\cdot\mathbf p\,\psi_S=(\varepsilon-V)\psi_L$, contains $i\cdot i=-1$ and $\kappa\to-\kappa$, and gives $-c(Q'-\kappa Q/r)=(\varepsilon-V)P$. Multiplying by $r/c$,

$$rP'=-\kappa P+wQ,\qquad rQ'=\kappa Q-uP,\qquad u=\frac{r(\varepsilon-V)}{c},\quad w=u+2cr .$$

The potential is local, so exchange terms are excluded. The series $u=\sum_ju_jr^j$ has $u_0=a$, $u_1=(\varepsilon-v_0)/c$ and $u_j=-v_{j-1}/c$ for $j\ge2$; $w_j=u_j$ except $w_1=u_1+2c$.

## The recursion

Insert $r^s\sum(p_m,q_m)r^m$. Since $r\,d/dr$ multiplies $r^{s+m}$ by $s+m$, the coefficient of $r^{s+m}$, with the $j=0$ terms moved to the left, is

$$(s+m+\kappa)p_m-a\,q_m=A_m=\sum_{j=1}^m w_jq_{m-j},\qquad a\,p_m+(s+m-\kappa)q_m=B_m=-\sum_{j=1}^m u_jp_{m-j}.$$

The determinant is $(s+m)^2-\kappa^2+a^2$. At $m=0$ both right sides vanish, so a nonzero solution needs $s=\pm\gamma$. The determinant then equals $(s+m)^2-s^2=m(m+2s)$, and Cramer's rule gives for $m\ge1$

$$p_m=\frac{(s+m-\kappa)A_m+aB_m}{m(m+2s)},\qquad q_m=\frac{(s+m+\kappa)B_m-aA_m}{m(m+2s)} .$$

The origin is a regular singular point, and by the Frobenius theorem the series converges out to the nearest complex singularity of $rV(r)$, hence for all $r$ when $rV$ is a polynomial or entire. The density of the $s=-\gamma$ solution behaves as $r^{-2\gamma}$ and is not integrable when $\gamma\ge1/2$. This is assumed throughout. For $|\kappa|=1$ and a point nucleus it means $Z\le c\sqrt3/2=118.68$; beyond that, normalizability alone no longer selects $r^{+\gamma}$, and for $a>|\kappa|$ the exponent is imaginary and a finite nucleus is required.

**Leading vector.** The two $m=0$ equations give $q_0/p_0=(s+\kappa)/a=-a/(s-\kappa)$. When $s$ and $\kappa$ have opposite signs, $s+\kappa$ is a difference of nearly equal numbers, so the second form is used with $p_0=1$. When they have the same sign, $p_0/q_0=a/(s+\kappa)$ is used with $q_0=1$. With $b=a/(\gamma+|\kappa|)<1$:

| | regular $(p_0,q_0)$ | irregular |
|---|---|---|
| $\kappa<0$ | $(1,-b)$ | $(-b,1)$ |
| $\kappa>0$ | $(b,1)$ | $(1,b)$ |

For $\kappa>0$ the small component dominates the regular solution at the origin, and the irregular solution points along $(1,b)$, close to $(1,0)$ when $b\ll1$.

**Finite nucleus.** Now $a=b=0$, $\gamma=|\kappa|$, and the recursion decouples: $p_m=A_m/(s+m+\kappa)$, $q_m=B_m/(s+m-\kappa)$. If $V$ is even in $r$, then $u_j$ and $w_j$ vanish for even $j$, so $p_m$ couples only to $q$ of opposite index parity and conversely. For $\kappa<0$, $p_0=1$ and $q_0=0$; by induction odd $p_m$ and even $q_m$ vanish, and $q_1=-u_1/(2|\kappa|+1)$. For $\kappa>0$, $q_0=1$ and $p_0=0$; even $p_m$ and odd $q_m$ vanish, and $p_1=w_1/(2\kappa+1)$. Thus $P\sim r^{|\kappa|}$ with $l=|\kappa|-1$ in the first case and $P\sim r^{\kappa+1}$ with $l=\kappa$ in the second, $r^{l+1}$ in both.

For a uniform sphere, Gauss's law gives $V=-(Z/2R)(3-r^2/R^2)$ inside, so $v_0=-3Z/2R$, $v_2=Z/2R^3$, and $R=\sqrt{5/3}\,r_{\rm rms}$. The series converges everywhere but solves the true problem only for $r\le R$. For a Gaussian charge $V=-Z\,{\rm erf}(\sqrt\xi r)/r$ with $\xi=3/(2r_{\rm rms}^2)$, and the series of erf gives $v_{2k}=-(2Z/\sqrt\pi)(-1)^k\xi^{k+1/2}/[k!(2k+1)]$.

The irregular series is needed only for error analysis. Its divisor $m(m-2\gamma)$ vanishes when $2\gamma$ is an integer, always so for a finite nucleus, at $m=2|\kappa|$. For $\kappa<0$, $s=\kappa$, the equation there reads $0\cdot p_m=A_m$. With even $V$ the sum $A_m$ contains only $q$ of odd index, which vanish because this series starts from $q_0=1$; the equation holds, no logarithm arises, and the free $p_m$, which adds a multiple of $y$, is set to zero. The case $\kappa>0$ is the same with $B_m$ and $q_m$. Odd powers in $V$ can make the right side nonzero and force a term $y\ln r$, in $y_{\rm irr}$ only.

## How a start error excites the irregular solution

Take two solutions in the same potential with energies $\varepsilon$ and $\tilde\varepsilon$. Then

$$rW'=(-\kappa P+wQ)\tilde Q+P(\kappa\tilde Q-\tilde u\tilde P)-(\kappa Q-uP)\tilde P-Q(-\kappa\tilde P+\tilde w\tilde Q).$$

The four $\kappa$ terms cancel in pairs, and $u-\tilde u=w-\tilde w=r(\varepsilon-\tilde\varepsilon)/c$, so

$$W'=\frac{\varepsilon-\tilde\varepsilon}{c}\,(P\tilde P+Q\tilde Q).\tag{1}$$

At equal energies $W$ is constant. Evaluating $W[y,y_{\rm irr}]$ at $r\to0$, where the powers $r^{\pm\gamma}$ cancel, gives $1-b^2$ for $\kappa<0$ and $b^2-1$ for $\kappa>0$. Because $(\gamma+|\kappa|)^2-a^2=2\gamma(\gamma+|\kappa|)$,

$$W_0=-\,{\rm sgn}(\kappa)\,\frac{2\gamma}{\gamma+|\kappa|}.$$

Let the start vector be $\tilde y(r_0)=y+\delta=(1+\alpha)y+\beta y_{\rm irr}$. Taking the Wronskian of $\delta=\alpha y+\beta y_{\rm irr}$ with each basis solution, and using $W[y,y]=0$,

$$\beta=\frac{W[y,\delta]}{W_0},\qquad \alpha=\frac{W[\delta,y_{\rm irr}]}{W_0}.$$

A $\delta$ parallel to $y$ has $\beta=0$ and only rescales the solution. The equations are linear, so $\alpha$ and $\beta$ stay fixed for all $r$: the integration never removes the admixture. An error $\eta$ in the ratio of the minor to the dominant component is $\delta=(0,\eta P)$ for $\kappa<0$, with $W=\eta P^2$, and $\delta=(\eta Q,0)$ for $\kappa>0$, with $W=-\eta Q^2$. In both cases $\beta\approx\eta\,r_0^{2\gamma}/|W_0|$ to leading order in $r_0$.

Dividing $W$ by $P\tilde P$ gives the exact relation $\tilde Q/\tilde P-Q/P=W/(P\tilde P)$, and likewise $\tilde P/\tilde Q-P/Q=-W/(Q\tilde Q)$. While the dominant component behaves as $r^\gamma$, which needs $Zr\ll1$ for a point nucleus and $r\ll R$ for a finite one, the ratio error is $\eta\,(r_0/r)^{2\gamma}$ for small $\eta$. Outward integration is therefore stable near the origin, and integration towards the origin amplifies errors by the same power. The damping weakens as $\gamma$ falls with increasing $Z$, while $|W_0|$ shrinks because the two leading vectors become parallel as $b\to1$.

Further out, the $P$ equation for both solutions gives $(\tilde P/P)'=(\tilde P'P-\tilde PP')/P^2=(w/r)W/P^2$, so between nodes of $P$, for $\tilde P(r_0)=P(r_0)$,

$$\frac{\tilde P}{P}=1+W\int_{r_0}^r\frac{w(r')}{r'P(r')^2}\,dr' .\tag{2}$$

At an eigenvalue $P\sim e^{-\lambda r}$ up to a power, and the integral grows as $e^{2\lambda r}$. The perturbed solution is not normalizable, and a shooting code restores the decay by moving the energy.

## The level shift

Let $y$ be the exact bound state at $\varepsilon$, and $\tilde y$ the solution at $\tilde\varepsilon=\varepsilon+\Delta\varepsilon$ that decays at infinity and matches the faulty start vector. Integrating (1) from $r_0$ to $\infty$, where $W=0$, gives $\Delta\varepsilon\int_{r_0}^\infty y\cdot\tilde y\,dr=cW[y,\tilde y](r_0)$. At $r_0$, $\tilde y=(1+\alpha)\hat y+\beta\hat y_{\rm irr}$, where the hats mark the series at $\tilde\varepsilon$. Integrating (1) from $0$ to $r_0$ gives $W[y,\hat y](r_0)=-(\Delta\varepsilon/c)\int_0^{r_0}y\cdot\hat y\,dr$. The energy enters the series through $u_1r$, so $W[y,\hat y_{\rm irr}](r_0)=W_0$ up to a term proportional to $\Delta\varepsilon$, which by (1) vanishes at least as fast as $r_0\Delta\varepsilon/c$ for $r_0\to0$. Together,

$$\Delta\varepsilon\left[\int_{r_0}^\infty y\cdot\tilde y\,dr+(1+\alpha)\int_0^{r_0}y\cdot\hat y\,dr\right]=c\,\beta W_0 .$$

The bracket is dominated by radii far outside $r_0$, of order $n^2/Z$ in a hydrogen-like state, where $\tilde y\approx\mathcal A y$, and so equals $\mathcal AN$ to leading order. The number $\beta W_0=W[y,\delta]$ is unique, but $\alpha$ changes when a multiple of $y$ is added to $y_{\rm irr}$, so $\mathcal A$ needs care. For a point nucleus the irregular series contains the lengths $1/Z$ and $1/2c$ but no nuclear radius, and $\mathcal A=1+\alpha$ to leading order in $\beta$. The neglected part of the bracket is $\int y\cdot(\beta\,y_{\rm irr}+\mathcal A\,\Delta\varepsilon\,\partial_\varepsilon y)\,dr$, the second term coming from the shifted energy of $\hat y$; the two terms belong together, since only their sum decays at large $r$. Because $\beta/(\mathcal AN)=\Delta\varepsilon/(cW_0)$, both are proportional to $\Delta\varepsilon$ relative to $\mathcal AN$, so the correction to the level is of second order in $\beta$. Its constant is not derived here. The Wronskian does not fix it, being blind to a multiple of $y$ within $y_{\rm irr}$, and the divisor $m(m-2\gamma)$ enlarges the irregular series when $2\gamma$ is close to an integer. This matters for light nuclei, where $2\gamma\to2$ for $|\kappa|=1$ and, for a crude start such as $(1,0)$, the formula with $\mathcal A=1+\alpha$ needs $cr_0\ll1$ as well: for $Z=1$ and the start $(1,0)$ it overstates the $2s_{1/2}$ shift by 18% at $Zr_0=0.002$ and by 0.15% at $Zr_0=0.0002$. Series starts have a much smaller $\beta$ and are far less affected: for $Z=1$ at $cr_0=1$ the misfit is 0.4% for $M=0$ and about $10^{-5}$ for $M=1$. In the example below the misfit is about $10^{-4}$ of the shift at $\Delta\varepsilon\approx10^{-2}$ Eh. For the sphere the interior series $y_{\rm irr}$ contains the short length $R$. Outside $R$ the part that dies away is the point-Coulomb irregular solution $y_2$. Write $y_2=\lambda_1y+\mu y_{\rm irr}$, with $\mu W_0=W[y,y_2]$ and $\lambda_1W_0=W[y_2,y_{\rm irr}]$ evaluated at $R$. Substituting $y_{\rm irr}=(y_2-\lambda_1y)/\mu$ into $(1+\alpha)y+\beta y_{\rm irr}$ gives

$$\mathcal A=1+\alpha-\beta\chi,\qquad \chi=\frac{\lambda_1}{\mu}=\frac{W[y_2,y_{\rm irr}]}{W[y,y_2]}\bigg|_{R}.$$

Since $y\sim R^{|\kappa|}$ and $y_{\rm irr}\sim R^{-|\kappa|}$ at $R$, $\chi$ is of order $R^{-2|\kappa|}$ and $\beta\chi$ of order $\eta(r_0/R)^{2|\kappa|}$.

This part has derived the series recursion and the level shift $\Delta\varepsilon=c\beta W_0/(\mathcal AN)$ caused by an error in the start vector. It remains to apply this formula to truncated series and to the start $(1,0)$, to test it on hydrogen-like Ba⁵⁵⁺, and to draw the procedure and settings from it.
